Marginal defocus phase in water immersion at NA 1.35

**Question**

I am writing a small aerial-image model for 193 nm water-immersion lithography. For defocus I multiply the pupil by a phase taken from the paraxial formula

Φp(ρ) = π NA² ρ² z / (nλ),

where ρ is the pupil radius with its edge at ρ = 1, z is the displacement of the wafer, λ is the vacuum wavelength and n is the index of water. An exercise asks me to show that for NA = 1.35 and n = 1.44 this formula underestimates the phase of the marginal ray by about one third.

I don't see where such a large error comes from, since the formula already contains n. I also don't know what "one third" is relative to, or whether it depends on z. If the formula is merely too small, can I repair it by using a larger z? And does the error matter for a partially coherent image, where the intensities from many source points are added and phases seem to drop out?

**Answer**

The index in your formula is correct. What fails is the replacement of a cosine by the first terms of its expansion, at an angle of almost 70°. It helps to derive the phase without that replacement first.

**What defocus phase means**

Take an ideal lens that brings all its rays into phase at a focal point in the water. Let z be positive away from the lens, and let θ be the angle between a ray and the axis, measured in the water. Moving the wafer by z changes the thickness of the water layer, so this is the relevant angle. The pupil coordinate is proportional to the sine of the angle:

sinθ = ρ NA/n.

Put a point P of the converging wavefront on a sphere of radius R around the focus. In the plane of the ray, with the transverse coordinate first, P = (−R sinθ, −R cosθ). The displaced point on the axis is Q = (0, z). Their distance L obeys

L² = R² sin²θ + (z + R cosθ)²
L² = R² + 2Rz cosθ + z².

Write L = R√(1 + ε) with ε = 2z cosθ/R + z²/R², and use √(1 + ε) = 1 + ε/2 − ε²/8 + …. Up to order 1/R this gives

L = R + z cosθ + z²/(2R) − z² cos²θ/(2R)
L = R + z cosθ + z² sin²θ/(2R).

The last term is negligible when z²/R is much smaller than the wavelength. For R = 10 cm and z = 50 nm it is about 10⁻⁵ nm, so it can be dropped.

The axial ray travels R + z. The oblique ray travels R + z cosθ, which is shorter by z(1 − cosθ). With the wavenumber in water, k = 2πn/λ, the oblique ray has therefore accumulated less phase by

Φ = kz(1 − cosθ) = (2πnz/λ)(1 − cosθ).

I call this lag behind the axial ray the defocus phase. The part kz common to all rays has been removed, because a common phase does not change any intensity. For negative z both Φ and Φp change sign, and "underestimates" then refers to magnitudes.

The plane-wave picture gives the same result. A wave with transverse wavenumber kx = k sinθ has the axial wavenumber

kz-component = √(k² − kx²) = k cosθ,

so over a distance z it advances by kz cosθ, while the axial wave advances by kz.

**Where the paraxial formula comes from**

For small angles,

cosθ = √(1 − sin²θ) = 1 − sin²θ/2 − sin⁴θ/8 − ….

If only the first correction is kept, 1 − cosθ becomes sin²θ/2, and

Φp = (2πnz/λ) · (1/2) · (ρNA/n)²
Φp = π NA² ρ² z/(nλ).

One factor n comes from the wavenumber and two factors 1/n come from the squared sine, which leaves the single n in your denominator.

The word "paraxial" alone does not fix the sign of the error. If the small-angle formula were written with tan²θ/2 instead, it would overestimate, because

tan²θ/2 = (1 − cosθ)(1 + cosθ)/(2cos²θ),

and the factor (1 + cosθ)/(2cos²θ) exceeds 1 for 0 < θ < 90°. The statement in your exercise concerns the formula that is quadratic in the pupil coordinate, that is, in the sine.

**The ratio in closed form**

Divide the two phases. The factor kz cancels, so neither displacement nor wavelength matters at fixed n:

Φp/Φ = sin²θ / [2(1 − cosθ)].

Now sin²θ = 1 − cos²θ = (1 − cosθ)(1 + cosθ), and therefore

Φp/Φ = (1 + cosθ)/2.

The missing fraction, relative to the full phase, is

1 − Φp/Φ = (1 − cosθ)/2.

This is positive for every θ between 0 and 90°, so the formula does underestimate.

Two limits show its range. For small angles the missing fraction tends to sin²θ/4, which vanishes as it should. At ρ = 0.05, for example, the ratio of the paraxial phase to the phase from explicit path lengths is 0.99945. At the other end, as θ approaches 90°, the missing fraction approaches one half. Your lens is well on the way to that second limit.

**The numbers at the pupil edge**

For the marginal ray, ρ = 1:

sinθ = 1.35/1.44 = 0.9375, θ = 69.64°
cosθ = √(1 − 0.9375²) = 0.3480
missing fraction = (1 − 0.3480)/2 = 0.326.

This is the "about one third". To see it in radians, take λ = 193 nm and z = 50 nm. Then

kz = 2π · 1.44 · 50/193 = 2.344 rad
Φ = 2.344 · 0.6520 = 1.528 rad (87.6°)
Φp = 2.344 · 0.4395 = 1.030 rad (59.0°).

The difference is 0.498 rad. Relative to the full phase it is 32.6%. Relative to the paraxial phase it is 48%, so the reference has to be named. Computing the marginal phase from the distances L, without the formula for Φ, also gives a missing fraction of 0.3260.

The error is concentrated near the edge of the pupil. The missing fraction is 5.8% at ρ = 0.5 and 16.9% at ρ = 0.8. The next term of the expansion, sin⁴θ/8, helps but is not enough: it raises the marginal phase to 1.256 rad, which is still 17.8% short. The square root costs nothing in a numerical model, so there is little reason to truncate it.

**Why a larger z does not repair it**

You can multiply z in the paraxial formula by 1.484 and so match the full phase at the edge. The interior of the pupil is then wrong. Write c = cosθ at a general pupil point and C = 0.3480 for its value at the edge. Since ρ² is the ratio of the squared sines,

ρ² = (1 − c²)/(1 − C²).

The rescaled quadratic phase is kz(1 − C)ρ². Its excess over the full phase is

D = kz[(1 − C)(1 − c²)/(1 − C²) − (1 − c)].

Cancel 1 − C in the first term and take out the factor 1 − c:

D = kz(1 − c)[(1 + c)/(1 + C) − 1]
D = kz(1 − c)(c − C)/(1 + C).

This vanishes on the axis, where c = 1, and at the edge, where c = C. It is positive in between. The product (1 − c)(c − C) is a parabola in c with its maximum halfway between its zeros, at c = (1 + C)/2. There each factor equals (1 − C)/2, so

Dmax = kz(1 − C)²/[4(1 + C)].

For the example this is 0.185 rad, at ρ = 0.788. The full phase at that point is 2.344 · 0.326 = 0.764 rad, so the rescaled formula is now about 24% too large there.

Another scale factor would distribute the error differently but could not remove it, even with a free constant phase added. A perfect fit would require c to be a linear function of ρ². In fact c² is linear in ρ², and c is its square root.

**What survives in a partially coherent image**

Partial coherence does not make phases drop out. Different source points add in intensity, but the diffraction orders produced by one source point are mutually coherent and interfere. What enters the image is the phase difference between orders.

Take a grating of equal lines and spaces with period p, treated as a thin mask. A source point at pupil coordinate s sends its orders to s + mq, where

q = λ/(p NA).

For q = 0.9 the period is p = 193/(1.35 · 0.9) = 158.8 nm on the wafer side. Let the source be a uniform slit |s| ≤ 0.1 along the grating direction. The orders m = 0 and ±1 then lie inside the pupil for every source point, the outermost just reaching its edge. The orders ±2 and higher are blocked. Let the electric field be parallel to the lines. The fields of all orders then point the same way and add as scalars.

Let a₀ and a₁ be the real amplitudes of the zeroth and first orders, and let G = 2π/p. Apart from a phase common to all three orders, the field from one source point is

E = a₀ exp[−iΦ(s)] + a₁ exp[−iΦ(s+q) + iGx] + a₁ exp[−iΦ(s−q) − iGx].

In |E|², the terms proportional to exp(iGx) come from two interferences, order +1 with order 0 and order 0 with order −1. Their coefficient is

a₀a₁{exp[−i(Φ(s+q) − Φ(s))] + exp[i(Φ(s−q) − Φ(s))]}.

Now average over the source. It is symmetric, so s may be replaced by −s in the second term. Because Φ is even, Φ(−s−q) = Φ(s+q) and Φ(−s) = Φ(s). The two exponentials become complex conjugates, and their sum is twice a cosine:

coefficient = 2a₀a₁⟨cos[Φ(s+q) − Φ(s)]⟩.

At focus the cosine is 1. The first harmonic of the image, relative to its value at focus, is therefore

H(z) = ⟨cos[Φ(s+q) − Φ(s)]⟩.

This holds for a symmetric source with all three orders inside the pupil. I also built the image directly, by Fourier-analysing the mask numerically and adding the intensities of the source points. At z = 20, 50 and 90 nm its first harmonic agrees with H to better than 10⁻⁷, for both phase models.

**How much the image changes**

Start with the central source point, s = 0. At z = 50 nm the first orders lie at ρ = 0.9 and have Φ = 1.086 rad, against Φp = 0.834 rad. The cosines are 0.466 and 0.672. The average over the slit gives

H = 0.439 with the full phase
H = 0.668 with the paraxial phase.

With the same grating, source and displacement, the paraxial model thus predicts a first harmonic about 52% too large, relative to the full-phase result.

The full-phase average lies below the value for s = 0 because the phase rises steeply towards the edge. For s = 0.1 the phase difference is 1.518 rad, with cosine 0.053. For s = −0.1 it is 0.783 rad, with cosine 0.709. The mean of these two cosines is 0.381, well below 0.466, so the ends of the source pull the average down.

The first zero of H tells the same story in units of length. It lies at z = 71.0 nm with the full phase and at 94.1 nm with the paraxial phase, so the paraxial model places it about a third too far out. This third is not the marginal one third again. It depends on the chosen q and on the source.

At the zero of H the image is not necessarily flat. Orders +1 and −1 also interfere with each other and produce a modulation of period p/2. For s = 0 they have equal defocus phases, so this modulation is not reduced by defocus at all.

The same cancellation shows when the marginal error is harmless. If just two orders interfere and they lie at equal pupil radii on opposite sides of the axis, their defocus phases are equal in either model. The difference is then zero, however wrong each phase is. The error matters when the interfering orders lie at different radii.

**How this compares with a real scanner**

An NA of 1.35, a wavelength near 193 nm and a water index near 1.44 are typical of ArF immersion lithography, and a focus error of some tens of nanometres is a realistic size. The source is not typical: a slit of half-width 0.1 is much smaller than usual production illumination, and I chose it to keep the three orders inside the pupil. The simplifications have these sizes for the example:

- A disc source of radius 0.1 instead of the slit changes H from 0.439 to 0.444.
- The aplanatic amplitude factor 1/√cosθ, which strengthens oblique orders, changes it to 0.422 (0.423 when the mask-side factor of a 4× reduction lens is included).
- For the other polarization, the fields of orders 0 and ±1 are tilted against each other. With an on-axis source this multiplies the first harmonic by 0.537, at focus and at every defocus alike. For that source it cancels from the ratio to the value at focus. Over the slit it varies with s, because it is the cosine of the angle between the two interfering orders, and H changes from 0.439 to 0.454. For the image in water the modulation itself is weakened by almost half, which is why the polarization had to be stated. Inside a resist of index 1.7 the rays are refracted towards the axis, the on-axis tilt factor is √(1 − (0.9 · 1.35/1.7)²) = 0.70, and the loss is about 30%.
- A resist of rough index 1.7 reflects about 12% of the marginal intensity for the polarization used here. It does not change the relative phases with which the incident orders arrive at its surface. The transmitted amplitude does depend on angle, however, so the source points are weighted differently, and H just inside the resist becomes 0.451. An absorbing resist adds small transmission phases that differ between orders; an imaginary index of 0.03 moves H by a further 0.01, down for z = +50 nm and up for z = −50 nm.
- An index change of 0.01 moves the marginal missing fraction to 0.335 (n = 1.43) or 0.318 (n = 1.45), so "about one third" survives.

Lens aberrations and phases from the thickness of the mask absorber are left out, and I have not estimated them.

One distinction matters when you compare focus settings. The result is for a displacement measured in water. If z is instead a depth inside the resist, the angle there is smaller, because n sinθ is conserved on refraction. With index 1.7, a depth of 50 nm gives a marginal phase of 1.085 rad, and the corresponding paraxial formula misses 19.6% of it.

For your model, replace the quadratic phase by

Φ(ρ) = (2πnz/λ)[1 − √(1 − (ρNA/n)²)]

and keep z as the actual displacement in water. The main values are collected in the numerical output below; the remaining ones follow from the formulas given here.

Computed values

```
numerical aperture: 1.35
water index: 1.44
vacuum wavelength: 193 nm
defocus in water: 50 nm
sine of marginal angle: 0.9375
marginal angle: 69.64 deg
cosine of marginal angle: 0.34799
1 - cosine at edge: 0.65201
half squared sine at edge: 0.43945
2 pi n z / wavelength: 2.3440 rad
full marginal phase: 1.5283 rad
full marginal phase converted: 87.57 deg
paraxial marginal phase: 1.0301 rad
paraxial phase converted: 59.02 deg
paraxial/full ratio at edge: 0.6740
missing fraction at edge, path lengths: 0.3260
missing fraction at edge, formula: 0.3260
full/paraxial ratio at edge: 1.4837
missing fraction at rho=0.5: 0.0583
missing fraction at rho=0.8: 0.1693
paraxial/path ratio at rho=0.05: 0.99945
two-term marginal phase: 1.2564 rad
missing fraction with two terms: 0.1779
largest error after rescaling z: 0.1848 rad
pupil radius of that error: 0.788
grating order shift q: 0.9
source half-width: 0.1
grating pitch: 158.8 nm
full phase at rho=q: 1.0859 rad
paraxial phase at rho=q: 0.8344 rad
H, full phase: 0.4388
H, paraxial phase: 0.6678
first zero of H, full: 71.0 nm
first zero of H, paraxial: 94.1 nm
neglected: H with disc source: 0.4437
neglected: H with aplanatic factor: 0.4221
neglected: other polarization, on-axis source, factor at focus: 0.5367
rough resist index: 1.7
neglected: marginal resist reflectance: 0.1203
marginal phase for same depth in resist: 1.0854 rad
missing fraction for depth in resist: 0.1961
missing fraction at index 1.43: 0.3351
missing fraction at index 1.45: 0.3175
```
